# Single-scattering EXAFS at a K edge: derivation, polarization weight and thermal damping

## Definitions and conventions

A photon with real linear polarization vector $\boldsymbol\varepsilon$ ejects a 1s electron from an atom at the origin, the emitter. A neighbouring atom sits at $\mathbf R=R\hat{\mathbf R}$, and $\cos\theta=\boldsymbol\varepsilon\cdot\hat{\mathbf R}$. The fine structure $\chi$ is the relative change that the neighbour makes in the absorption $\mu_0$ of the isolated emitter:

$$\mu(k)=\mu_0(k)\,[1+\chi(k)].$$

The photoelectron moves in spherical, non-overlapping atomic potentials $V$ that stand on a flat floor. Its wavenumber is measured from that floor: $E-E_0=\hbar^2k^2/2m$, with $\hbar^2/2m=3.810$ eV Å². I write $U=2mV/\hbar^2$. The treatment is a one-electron one, without inelastic losses or many-electron overlap factors.

The spherical Bessel functions behave at large $x$ as $j_l\to\sin(x-l\pi/2)/x$ and $y_l\to-\cos(x-l\pi/2)/x$, and $h_l=j_l+iy_l$ is outgoing. For $l=1$ the closed form is

$$h_1(x)=-\frac{e^{ix}}{x}\left(1+\frac{i}{x}\right).\tag{1}$$

The regular radial solution $R_l(r)$ of the emitter is real and is normalized by its form outside the atom, which defines the phase shift $\delta_l$:

$$R_l=\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr)\;\to\;\frac{\sin(kr-l\pi/2+\delta_l)}{kr}.\tag{2}$$

The neighbour turns a plane wave $e^{i\mathbf k\cdot\boldsymbol\rho}$ into that wave plus $f\,e^{ik\rho}/\rho$. Its amplitude for reversal of direction is $f(\pi,k)=|f|e^{i\varphi}$, a length. With $\sigma_j^2$ the variance of the bond length to neighbour $j$, the result to be derived is

$$\chi(k)=-\sum_j 3\cos^2\theta_j\,\frac{|f_j|}{kR_j^2}\,e^{-2k^2\sigma_j^2}\sin(2kR_j+2\delta_1+\varphi_j).\tag{3}$$

It holds to leading order in $1/(kR)$, for a neighbour small enough that the emitted wave is plane across it ($ka^2/2R\ll1$ for a scattering region of radius $a$, a condition that tightens as $k$ grows), for one scattering event on a neighbour and small harmonic vibrations.

## Absorption as a Green's function

In the dipole approximation the golden rule gives $\mu\propto\sum_f|\langle f|s\rangle|^2\,\delta(k^2-k_f^2)$, where

$$s(\mathbf r)=(\boldsymbol\varepsilon\cdot\mathbf r)\,\phi_{1s}(r)=s(r)\,\boldsymbol\varepsilon\cdot\hat{\mathbf r},\qquad s(r)=r\phi_{1s}(r).$$

Because the 1s orbital is spherical, $s$ is a pure p wave. The outgoing Green's function obeys $(\nabla^2+k^2-U)G=\delta(\mathbf r-\mathbf r')$, so in terms of eigenstates

$$G=\sum_f\frac{|f\rangle\langle f|}{k^2-k_f^2+i0}.$$

Since $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$,

$$\mu\propto-\mathrm{Im}\langle s|G|s\rangle.\tag{4}$$

The omitted prefactor depends on the photon energy but not on the neighbour, and it cancels in $\chi$. The core orbital is taken to be unaffected by the neighbour.

## The isolated emitter

Expand the emitter's Green's function as $G_c=\sum_{lm}G_l(r,r')Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}')$. The function $g=rr'G_l$ then satisfies

$$g''+\left[k^2-\frac{l(l+1)}{r^2}-U_c\right]g=\delta(r-r').$$

It must be regular at the origin and outgoing at infinity, so $g=A\,a(r_<)\,b(r_>)$, where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. Here $a=rR_l$ and $b=rH_l$, and $H_l$ is the solution that equals $e^{i\delta_l}h_l$ outside the atom. Multiplying out the exponential gives

$$H_l=R_l+iN_l,\qquad N_l=\sin\delta_l\,j_l+\cos\delta_l\,y_l\quad\text{(outside)}.$$

The delta function requires a unit jump in slope, $A(ab'-a'b)=1$. The Wronskian is constant, so it may be evaluated at large $r$. With $\alpha=kr-l\pi/2+\delta_l$, one has $rR_l\to\sin\alpha/k$ and $rN_l\to-\cos\alpha/k$. The part $R_l$ of $H_l$ contributes nothing, and

$$ab'-a'b=i\,\frac{\sin^2\alpha+\cos^2\alpha}{k}=\frac ik.$$

Hence $A=-ik$ and

$$G_l(r,r')=-ik\,R_l(r_<)\,H_l(r_>).\tag{5}$$

As $R_l$ and $N_l$ are real, $\mathrm{Im}\,G_l=-kR_l(r)R_l(r')$.

For the angular part, $\sum_mY_{1m}(\hat{\mathbf r})Y_{1m}^*(\hat{\mathbf r}')=(3/4\pi)\,\hat{\mathbf r}\cdot\hat{\mathbf r}'$. Because $\int d\Omega'\,\hat r'_a\hat r'_b=(4\pi/3)\delta_{ab}$, this kernel acting on $\boldsymbol\varepsilon\cdot\hat{\mathbf r}'$ returns $\boldsymbol\varepsilon\cdot\hat{\mathbf r}$. The other $l$ give zero. With the real radial matrix element $M=\int_0^\infty R_1(r)s(r)r^2dr$,

$$\mathrm{Im}\langle s|G_c|s\rangle=-kM^2\int d\Omega\,(\boldsymbol\varepsilon\cdot\hat{\mathbf r})^2=-\frac{4\pi}{3}kM^2.\tag{6}$$

This is the denominator of $\chi$. Its factor $1/3$ is the angular average of $\cos^2\theta$, and it will become the 3 in the polarization weight.

## The wave that reaches the neighbour

Outside the emitter and its core orbital, (5) gives the emitted wave

$$\psi(\mathbf r)=\int G_c(\mathbf r,\mathbf r')s(\mathbf r')d^3r'=-ikM\,e^{i\delta_1}h_1(kr)\,\boldsymbol\varepsilon\cdot\hat{\mathbf r}.\tag{7}$$

For $kR\gg1$, (1) reduces to $h_1\to-e^{ikR}/(kR)$. The two minus signs cancel:

$$\psi(\mathbf R)\simeq iM\cos\theta\,\frac{e^{i(kR+\delta_1)}}{R}.\tag{8}$$

The electron has gained the phase $\delta_1$ on leaving the emitter's potential and $kR$ on the way.

## One backscattering event

With the neighbour's potential $U_n$ added, $G=G_c+G_cU_nG$. Iteration gives $G=G_c+G_cTG_c$ with $T=U_n+U_nG_cT$. The single-scattering approximation replaces $G_c$ inside $T$ by the free function $G_0$. This removes paths on which the electron goes back to the emitter, is scattered there and visits the neighbour again. $T$ is then that of the neighbour alone. With several neighbours, paths from one neighbour to another are also dropped, and the contributions add.

By (5), $G_c(\mathbf r,\mathbf r')=G_c(\mathbf r',\mathbf r)$. The change in $\langle s|G|s\rangle$ therefore contains $\psi$ on both sides, with no complex conjugate:

$$\delta\langle G\rangle=\iint\psi(\mathbf r)\,T(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r\,d^3r'.$$

This is why both phases double: the return journey has the same amplitude as the outward one.

Near the neighbour put $\mathbf r=\mathbf R+\boldsymbol\rho$. The distance from the emitter is $R+\rho_\parallel+\rho_\perp^2/2R+\dots$. The amplitude also varies, since the factor $1/r$ changes by the fraction $-\rho_\parallel/R$. If $k\rho_\perp^2/2R\ll1$ and $\rho\ll R$ over the region that scatters, the incident wave is plane there and of constant amplitude, $\psi\simeq\psi(\mathbf R)e^{ik\hat{\mathbf R}\cdot\boldsymbol\rho}$, and

$$\delta\langle G\rangle=\psi(\mathbf R)^2\,T_\pi,\qquad T_\pi=\iint e^{ik\hat{\mathbf R}\cdot\boldsymbol\rho}\,T(\boldsymbol\rho,\boldsymbol\rho')\,e^{ik\hat{\mathbf R}\cdot\boldsymbol\rho'}d^3\rho\,d^3\rho'.$$

The left exponential is the complex conjugate of a plane wave with wavevector $-k\hat{\mathbf R}$, so $T_\pi$ is the matrix element for exact reversal.

To express it through $f$, note that the scattered wave is $G_0T$ acting on the incident plane wave, and that $G_0=-e^{ik|\boldsymbol\rho-\boldsymbol\rho'|}/(4\pi|\boldsymbol\rho-\boldsymbol\rho'|)$. At large $\rho$ in the backward direction this tends to $-(e^{ik\rho}/4\pi\rho)\,T_\pi$. Comparison with $f\,e^{ik\rho}/\rho$ gives $T_\pi=-4\pi f(\pi,k)$. The factor $i^2=-1$ from (8) cancels this sign:

$$\delta\langle G\rangle=4\pi M^2\cos^2\theta\,\frac{f(\pi,k)}{R^2}\,e^{2i(kR+\delta_1)}.\tag{9}$$

Dividing the imaginary part of (9) by (6) removes $M$, and with it the shape of the core orbital:

$$\chi=\frac{\mathrm{Im}\,\delta\langle G\rangle}{-(4\pi/3)kM^2}=-3\cos^2\theta\,\frac{|f|}{kR^2}\sin(2kR+2\delta_1+\varphi).\tag{10}$$

One factor $1/R$ belongs to each leg of the path. One factor $\cos\theta$ comes from emission towards the neighbour, the other from absorption of the returning wave into the same p source.

## Polarization weight of a shell

For $N$ equivalent neighbours at one distance, (10) is multiplied by the effective number $N^*$ in place of $3\cos^2\theta$:

$$N^*=\sum_{j=1}^N3(\boldsymbol\varepsilon\cdot\hat{\mathbf R}_j)^2.$$

- **Octahedron.** Each axis carries two atoms, so $N^*=6(\varepsilon_x^2+\varepsilon_y^2+\varepsilon_z^2)=6$ for any polarization. More generally, cubic symmetry forces $\sum_j\hat R_{ja}\hat R_{jb}=(N/3)\delta_{ab}$, and then $N^*=N$.
- **Square in the $xy$ plane.** $N^*=6(\varepsilon_x^2+\varepsilon_y^2)$. This is 6 for polarization in the plane, more than the four atoms present, and 0 along the normal.
- **Random powder.** The average of $\cos^2\theta$ is $1/3$, so each neighbour has weight 1.

The zero at $\theta=90^\circ$ is a leading-order statement. A neighbour of finite size also samples the emitted wave slightly off the bond axis, where it does not vanish. In the model computed below, the return amplitude for polarization across the bond is 0.0018 of that along it, as a norm over the wavenumbers used.

## Thermal vibration

The nuclei are treated as frozen during the electron's flight, so $\chi$ is averaged over their positions. Let $u=\hat{\mathbf R}\cdot(\mathbf u_n-\mathbf u_0)$ be the relative displacement along the bond. The rapidly varying factor is $e^{2iku}$, and its average is needed.

For one harmonic mode of frequency $\omega$ and reduced mass $m_r$, write $u=\ell(a+a^\dagger)$ with $\ell^2=\hbar/(2m_r\omega)$. Let $X=e^{iqu}$, $C(q)=\langle X\rangle$, $x=\hbar\omega/k_BT$ and $n=1/(e^x-1)$. The thermal density operator $\rho\propto e^{-xa^\dagger a}$ satisfies $a\rho=e^{-x}\rho a$, because $a$ lowers the occupation by one. Cyclic invariance of the trace then gives $\langle Xa\rangle=e^{-x}\langle aX\rangle$. The commutator $[a,u]=\ell$ gives $\langle aX\rangle-\langle Xa\rangle=iq\ell C$. Together,

$$\langle aX\rangle=\frac{iq\ell C}{1-e^{-x}}=iq\ell(n+1)C.$$

Likewise $a^\dagger\rho=e^{x}\rho a^\dagger$ gives $\langle Xa^\dagger\rangle=e^x\langle a^\dagger X\rangle$, and $[a^\dagger,u]=-\ell$ gives $\langle a^\dagger X\rangle(1-e^x)=-iq\ell C$, so $\langle a^\dagger X\rangle=iq\ell nC$. Adding the two,

$$\langle uX\rangle=iq\sigma^2C,\qquad\sigma^2=\ell^2(2n+1)=\frac{\hbar}{2m_r\omega}\coth\frac{\hbar\omega}{2k_BT}.\tag{11}$$

Since $C'(q)=i\langle uX\rangle=-q\sigma^2C$ and $C(0)=1$, the solution is $C=e^{-q^2\sigma^2/2}$. Setting $q=2k$ gives

$$\langle e^{2iku}\rangle=e^{-2k^2\sigma^2}.\tag{12}$$

For several independent modes the averages multiply and the variances add, so (12) keeps its form. Inserting it in (10) and summing over neighbours gives (3). Here $\sigma^2$ is the variance of a relative displacement: motion that carries both atoms along together does not damp the signal.

The next correction is a shift of the apparent distance. Expanding $(R+u)^{-2}\simeq R^{-2}(1-2u/R)$ and using (11) with $q=2k$,

$$\left\langle e^{2iku}\left(1-\frac{2u}{R}\right)\right\rangle=C\left(1-\frac{4ik\sigma^2}{R}\right)\simeq C\,e^{2ik(-2\sigma^2/R)}.$$

Transverse displacements lengthen the bond by $u_\perp^2/2R$. With variance $\sigma_\perp^2$ in each of two directions, the mean lengthening is $\sigma_\perp^2/R$. The total shift is

$$\Delta R=\frac{\sigma_\perp^2-2\sigma^2}{R}.\tag{13}$$

Equation (3) omits it. When $\sigma_\perp^2$ is comparable with $\sigma^2$, as in the example below, the shift is a few thousandths of an ångström. It is larger where transverse motion is soft: for the $R$ and $\sigma^2$ of the example and $\sigma_\perp^2=10\sigma^2$ it is about 0.02 Å, and at $k=8$ Å⁻¹ the modulus then falls about 9% below (12).

## Worked example

The emitter is a Gaussian well $-V_0e^{-r^2/w^2}$ with $V_0=200$ eV and $w=0.30$ Å. The neighbour has $V_0=500$ eV and $w=0.15$ Å. The distance is $R=2.5$ Å, and the polarization lies along the bond. The bond vibrates with $\hbar\omega=25$ meV and reduced mass 30 u at 300 K, for which (11) gives $\sigma^2=0.00621$ Å².

At $k=8$ Å⁻¹ radial integration gives $\delta_1=0.610$, $|f|=0.05407$ Å and $\varphi=1.840$. Then:

- phase: $2kR+2\delta_1+\varphi=40+1.220+1.840=43.06$ rad, with sine $-0.797$;
- amplitude: $3|f|/(kR^2)=3(0.05407)/(8\times6.25)=0.003244$;
- static signal: $\chi=-0.003244\times(-0.797)=0.00259$;
- damping: $e^{-2(64)(0.00621)}=0.452$;
- thermal signal: $\chi=0.00259\times0.452=0.00117$.

A three-dimensional average over isotropic displacements at this $k$ gives a modulus of 0.451 and a distance shift of $-0.0025$ Å, in agreement with (12) and (13).

The numerical check also solves the two-centre Schrödinger equation by coupled channels, with repeated scattering included. The static signals compare as follows.

| $k$ (Å⁻¹) | $\chi$ from (10) | $\chi$, two-centre |
|---|---|---|
| 4 | 0.0127 | 0.0168 |
| 5 | −0.0087 | −0.0065 |
| 6 | −0.0093 | −0.0089 |
| 8 | 0.0026 | 0.0022 |
| 10 | 0.00008 | 0.00015 |

For the complex return amplitude, the norm of the error over $k=4$ to 10 Å⁻¹ is 17% of the norm of the two-centre result. At twice the distance it is 8.6%. The ratio, 0.51, is close to the one half expected of a leading error proportional to $1/R$.

Part of this error can be removed at once. Keeping the bracket in (1) multiplies (9) by $(1+i/kR)^2$, which adds $2\arctan(1/kR)$ to the phase and multiplies the amplitude by $1+1/(kR)^2$. At $k=4$ Å⁻¹ the phase rises from 22.46 to 22.66 rad, and $\chi$ becomes $0.0278\times1.01\times0.622=0.0175$, much nearer to 0.0168. The gain is not uniform: at $k=6$ Å⁻¹, where the sine is near its extremum, the same correction moves $\chi$ from $-0.0093$ to $-0.0095$, away from the two-centre value $-0.0089$. The phase is improved there too, but the modulus of the formula is about 6% too large, and near an extremum it is the modulus that shows. What remains is almost entirely the finite size of the neighbour. In this model repeated scattering changes the return amplitude by 0.6% at $k=4$ Å⁻¹ and by less than 0.1% from $k=6$ Å⁻¹ up, whereas the error left in the corrected amplitude grows from 3% at $k=4$ Å⁻¹ to 14% at $k=10$ Å⁻¹. Finite size acts both through the curvature of the wavefront and through the fall of the amplitude as $1/r$ across the neighbour, and the two are of the same order: for a weak Gaussian scatterer of width $w$, the steps that led to (13) give relative changes of $+ikw^2/R$ and $-2ikw^2/R$ in the return amplitude. To this order both are changes of phase. The neighbour of the example is not weak, and its residual lies mainly in the modulus: at $k=6$ Å⁻¹ it is 6% in modulus and 0.02 rad in phase, where the weak-scatterer estimate gives a net phase of 0.05 rad. The estimate indicates the order of magnitude only.

## Notes for implementation

**Phase conventions.** $\delta_1$ is needed only modulo $\pi$, since it enters as $2\delta_1$. The phase $\varphi$ must belong to $f(\pi,k)$ itself, computed from the neighbour's phase shifts $\eta_l$ as $f(\pi)=k^{-1}\sum_l(2l+1)(-1)^le^{i\eta_l}\sin\eta_l$. The factor $(-1)^l$ is the Legendre polynomial at $\cos\pi=-1$.

**Energy origin.** From $k^2=(E-E_0)/(\hbar^2/2m)$, a small error $\Delta E_0$ changes $2kR$ by $-R\,\Delta E_0/[(\hbar^2/2m)k]$. For 1 eV, $R=2.5$ Å and $k=4$ Å⁻¹ this is $-0.16$ rad. It falls as $1/k$, whereas an error in $R$ gives a phase error that grows as $k$.

**Accuracy near zeros.** A phase error moves the zeros of the sine, so the relative error of $\chi$ can be much larger there than that of the complex amplitude. The row at $k=10$ Å⁻¹ shows this: the sine is only $-0.07$, the complex amplitude is in error by about 17%, and the formula gives about half the two-centre value. Accuracy is better judged on the complex amplitude or over a range of $k$.

**Range of use.** Close to the edge $kR$ is no longer large, and (8) fails. The plane-wave step leading to (9) needs $k\rho_\perp^2/2R\ll1$ over the neighbour, which fails for a large scatterer at short distance or high $k$. Equation (3) also fails where paths with several scatterings are strong, or where the bond-length distribution is not Gaussian. In the last case $e^{-2k^2\sigma^2}$ must be replaced by the average of $e^{2iku}$ over the actual distribution, which in general alters the phase as well as the amplitude.

## Table of computed values

```
hbar^2/2m = 3.8100 eV A^2
emitter well: 200 eV, width 0.30 A
neighbour well: 500 eV, width 0.15 A
bond length R = 2.50 A
relative error of formula at R: 0.1670
relative error of formula at 2R: 0.0855
error ratio 2R to R: 0.512
response across/along the bond: 0.00176
change with more channels: 6.2e-04
vibration: 25 meV, 30 u, 300 K
sigma^2 = 0.006206 A^2, sigma = 0.0788 A
3D average at k = 8 1/A: modulus 0.4511
Debye-Waller factor at that k: 0.4519
apparent distance shift, 3D average: -0.00248 A
apparent distance shift, small-motion rule: -0.00248 A
octahedron, polarization along (1,2,3): N* = 6.000
square, polarization in plane: N* = 6.000
square, polarization along normal: N* = 0.000
random orientation, weight per neighbour: 1.000
k (1/A), energy (eV), delta1 mod pi (rad), |f| (A), arg f (rad)
   4    60.96   0.5062  0.23169   1.4512
   5    95.25   0.6207  0.16643   1.4567
   6   137.16   0.6514  0.11794   1.5240
   7   186.69   0.6390  0.08115   1.6516
   8   243.84   0.6099  0.05407   1.8399
   9   308.61   0.5763  0.03530   2.0888
  10   381.00   0.5432  0.02312   2.3900
k (1/A), chi static formula, chi two-centre, DW, chi thermal
   4   0.012653   0.016780   0.8199   0.010374
   5  -0.008706  -0.006474   0.7332  -0.006384
   6  -0.009315  -0.008925   0.6397  -0.005959
   7  -0.001271  -0.001636   0.5443  -0.000692
   8   0.002586   0.002199   0.4519   0.001169
   9   0.001692   0.001554   0.3659   0.000619
  10   0.000077   0.000147   0.2890   0.000022
k = 8 1/A: 2kR = 40.000 rad
total phase = 43.0596 rad, sine = -0.79724
3|f|/(kR^2) = 0.003244
```
